# Janak's Theorem for the Ultrasoft Pseudopotential Total Energy: a numerical check

```python
"""
Janak's theorem for the ultrasoft total energy: dE/df_i = eps_i.
E(f) is the energy functional at self-consistent orbitals phi_i, and
H phi_i = eps_i S phi_i is the generalized eigenvalue problem.
The density is n = sum_i f_i n_i, with the augmented orbital density
n_i = |phi_i|^2 + sum_nm Q_nm <phi_i|beta_n><beta_m|phi_i>.
Model: spherical atom, s orbitals u(r)/(r sqrt(4 pi)), Hartree atomic units.
Densities are stored as radial densities rho = 4 pi r^2 n.
Orbital vectors hold sqrt(step)*u(r_j) in a sine-basis grid representation.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import erf
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ION_CHARGE, LOCAL_WIDTH = 4.0, 0.8
BETA_WIDTH, AUG_WIDTH = 0.8, 0.5
AUG_AMPLITUDES = (0.6, 0.4)
BARE_D = np.array([[1.0, 0.2], [0.2, 0.6]])
CORE_ELECTRONS, CORE_EXPONENT = 0.5, 4.0
EXCHANGE = (3 / np.pi) ** (1 / 3)


class UltrasoftAtom:
    def __init__(self, box, intervals):
        self.box, self.step = box, box / intervals
        k = np.arange(1, intervals)
        self.r = r = self.step * k
        sines = np.sqrt(2 / intervals) * np.sin(np.pi * np.outer(k, k) / intervals)
        k_squared = (np.pi * k / box) ** 2
        self.kinetic = (sines * (k_squared / 2)) @ sines
        green = (sines / k_squared) @ sines
        self.coulomb = green / np.outer(r, r) + self.step / box
        self.v_local = -ION_CHARGE * erf(r / LOCAL_WIDTH) / r
        self.rho_core = (CORE_ELECTRONS * 4 * np.pi * r**2
                         * (CORE_EXPONENT / np.pi) ** 1.5
                         * np.exp(-CORE_EXPONENT * r**2))

        def shape(power, width):
            g = r**power * np.exp(-(r / width) ** 2)
            return g / np.sqrt(self.step * np.sum(g**2))

        self.beta = np.sqrt(self.step) * np.column_stack(
            [shape(1, BETA_WIDTH), shape(3, BETA_WIDTH)])
        a = np.array([AUG_AMPLITUDES[0] * shape(1, AUG_WIDTH),
                      AUG_AMPLITUDES[1] * shape(3, AUG_WIDTH)])
        self.Q = a[:, None, :] * a[None, :, :]
        self.q = self.step * self.Q.sum(axis=-1)
        self.S = np.eye(len(r)) + self.beta @ self.q @ self.beta.T
        self.bare = self.kinetic + self.beta @ BARE_D @ self.beta.T

    def orbital_density(self, c):
        """Soft part and augmentation part of one orbital's radial density."""
        p = self.beta.T @ c
        return c**2 / self.step, np.einsum("n,m,nmr->r", p, p, self.Q)

    def density(self, f, orbitals):
        return sum(fi * sum(self.orbital_density(c))
                   for fi, c in zip(f, orbitals.T))

    def one_body(self, f, orbitals):
        return sum(fi * (c @ self.bare @ c) for fi, c in zip(f, orbitals.T))

    def energy(self, f, orbitals):
        """Total energy straight from the functional, no eigenvalues used."""
        rho = self.density(f, orbitals)
        volume = 4 * np.pi * self.r**2
        n_xc = (rho + self.rho_core) / volume
        integrand = (rho * self.v_local + 0.5 * rho * (self.coulomb @ rho)
                     - 0.75 * EXCHANGE * volume * n_xc ** (4 / 3))
        return self.one_body(f, orbitals) + self.step * np.sum(integrand)

    def potential(self, rho):
        n_xc = (rho + self.rho_core) / (4 * np.pi * self.r**2)
        return self.v_local + self.coulomb @ rho - EXCHANGE * np.cbrt(n_xc)

    def screened_D(self, v):
        return BARE_D + self.step * self.Q @ v

    def hamiltonian(self, v):
        return (self.kinetic + np.diag(v)
                + self.beta @ self.screened_D(v) @ self.beta.T)

    def solve(self, f):
        """Self-consistent solution with Anderson mixing of the potential."""
        guess = self.r**2 * np.exp(-self.r)
        v = self.potential(guess * sum(f) / (self.step * guess.sum()))
        old_v, old_res = [], []
        for _ in range(150):
            eps, orbitals = eigh(self.hamiltonian(v), self.S,
                                 subset_by_index=[0, 1])
            rho = self.density(f, orbitals)
            res = self.potential(rho) - v
            if self.step * np.sum(rho * np.abs(res)) < 1e-10:
                return self.energy(f, orbitals), eps, orbitals, v
            new_v = v + 0.5 * res
            if old_v:
                d_res = np.array([res - x for x in old_res]).T
                d_v = np.array([v - x for x in old_v]).T
                weights = np.linalg.lstsq(d_res, res, rcond=None)[0]
                new_v = new_v - (d_v + 0.5 * d_res) @ weights
            old_v, old_res = (old_v + [v])[-6:], (old_res + [res])[-6:]
            v = new_v
        raise RuntimeError("self-consistency not reached")


SHIFTS = (-2, -1, 1, 2)
DF = 0.02


def derivative(values, step):
    """Four-point central difference from values at -2, -1, +1, +2 steps."""
    return (values[0] - 8 * values[1] + 8 * values[2] - values[3]) / (12 * step)


atom = UltrasoftAtom(20.0, 200)
h = atom.step

# Hartree solver against the analytic self-energy of a unit Gaussian charge
gaussian = 4 * np.pi * atom.r**2 * np.pi**-1.5 * np.exp(-atom.r**2)
hartree_gaussian = 0.5 * h * gaussian @ atom.coulomb @ gaussian
assert abs(hartree_gaussian - 1 / np.sqrt(2 * np.pi)) < 1e-8

print(f"ion charge {ION_CHARGE:.1f} e, local width {LOCAL_WIDTH:.1f} bohr")
print(f"widths: projector {BETA_WIDTH:.1f}, augmentation {AUG_WIDTH:.1f} bohr")
print(f"augmentation amplitudes {AUG_AMPLITUDES[0]:.1f}, {AUG_AMPLITUDES[1]:.1f}")
print(f"partial core {CORE_ELECTRONS:.1f} electrons, "
      f"Gaussian exponent {CORE_EXPONENT:.1f} bohr^-2")
print(f"box radius {atom.box:.1f} bohr, grid step {h:.3f} bohr")

f = np.array([1.6, 0.9])
E0, eps, orb, v = atom.solve(f)
H = atom.hamiltonian(v)
D = atom.screened_D(v)
print(f"occupations f1 = {f[0]:.1f}, f2 = {f[1]:.1f}")
print(f"total energy E = {E0:.6f} Ha")
for n, m in ((0, 0), (0, 1), (1, 1)):
    print(f"element {n+1}{m+1}: q = {atom.q[n, m]:.6f}, bare D = "
          f"{BARE_D[n, m]:.3f} Ha, screened D = {D[n, m]:.6f} Ha")

# Orbital gradient of the functional against 2 f_i <d|H|phi_i>
direction = np.sqrt(h) * atom.r * np.exp(-atom.r**2 / 3)
for i in range(2):
    t = 1e-3
    moved = []
    for s in SHIFTS:
        trial = orb.copy()
        trial[:, i] += s * t * direction
        moved.append(atom.energy(f, trial))
    gradient = derivative(moved, t)
    assert abs(gradient - 2 * f[i] * direction @ H @ orb[:, i]) < 1e-6

# Slopes of the relaxed energy, and what relaxation does
for i in range(2):
    unit = np.eye(2)[i]
    occupations = [f + s * DF * unit for s in SHIFTS]
    runs = [atom.solve(g) for g in occupations]
    relaxed = np.array([run[0] for run in runs])
    frozen = np.array([atom.energy(g, orb) for g in occupations])
    slope, frozen_slope = derivative(relaxed, DF), derivative(frozen, DF)
    assert abs(slope - eps[i]) < 1e-7
    assert abs(frozen_slope - eps[i]) < 1e-7

    soft, aug = atom.orbital_density(orb[:, i])
    soft_charge, aug_charge = h * soft.sum(), h * aug.sum()
    assert abs(soft_charge + aug_charge - 1) < 1e-10
    bare_part = orb[:, i] @ atom.bare @ orb[:, i]
    soft_part, aug_part = h * v @ soft, h * v @ aug
    assert abs(bare_part + soft_part + aug_part - slope) < 1e-7

    rho_slope = derivative([atom.density(g, run[2])
                            for g, run in zip(occupations, runs)], DF)
    rho_relax = rho_slope - soft - aug
    relax_bare = derivative([atom.one_body(g, run[2])
                             for g, run in zip(occupations, runs)], DF) - bare_part
    relax_potential = h * v @ rho_relax
    assert abs(h * rho_relax.sum()) < 1e-8
    assert h * np.abs(rho_relax).sum() > 1e-3
    assert abs(relax_bare + relax_potential) < 1e-6
    gap = frozen - relaxed
    gap_one, gap_two = (gap[1] + gap[2]) / 2, (gap[0] + gap[3]) / 2
    assert abs(gap_two / gap_one - 4) < 0.05

    name = f"orbital {i+1}:"
    print(f"{name} eigenvalue {eps[i]:.8f} Ha = {eps[i]*HARTREE_EV:.4f} eV")
    print(f"{name} slope of relaxed energy {slope:.8f} Ha")
    print(f"{name} slope minus eigenvalue {slope - eps[i]:.1e} Ha")
    print(f"{name} soft charge {soft_charge:.6f}, augmentation {aug_charge:.6f}")
    print(f"{name} one-body part (T and bare D) {bare_part:.6f} Ha")
    print(f"{name} V_eff on soft density {soft_part:.6f} Ha")
    print(f"{name} V_eff on augmentation {aug_part:.6f} Ha")
    print(f"{name} slope if augmentation is dropped {bare_part+soft_part:.6f} Ha")
    print(f"{name} integral of |relaxation density| "
          f"{h*np.abs(rho_relax).sum():.6f}")
    print(f"{name} relaxation, one-body part {relax_bare:.6f} Ha")
    print(f"{name} relaxation, V_eff part {relax_potential:.6f} Ha")
    print(f"{name} mean frozen-relaxed gap at df = {DF:.2f}: {gap_one:.4e} Ha")
    print(f"{name} same at df = {2*DF:.2f}: {gap_two:.4e} Ha, "
          f"ratio {gap_two/gap_one:.4f}")
    if i == 0:
        assert abs(aug_part) > 1e-2

# Equal occupations: rotated orbitals give the same energy, another frozen slope
f_equal = np.array([1.0, 1.0])
E_equal, eps_equal, orb_equal, _ = atom.solve(f_equal)
angle = np.pi / 6
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
rotated = orb_equal @ rotation
assert abs(atom.energy(f_equal, rotated) - E_equal) < 1e-9
first = np.array([1.0, 0.0])
slope_equal = derivative([atom.solve(f_equal + s * DF * first)[0]
                          for s in SHIFTS], DF)
slope_rotated = derivative([atom.energy(f_equal + s * DF * first, rotated)
                            for s in SHIFTS], DF)
mixture = np.cos(angle)**2 * eps_equal[0] + np.sin(angle)**2 * eps_equal[1]
assert abs(slope_equal - eps_equal[0]) < 1e-7
assert abs(slope_rotated - mixture) < 1e-6
print(f"f1 = f2 = {f_equal[0]:.1f}: eigenvalues {eps_equal[0]:.6f}, "
      f"{eps_equal[1]:.6f} Ha")
print(f"f1 = f2: relaxed slope in f1 {slope_equal:.6f} Ha")
print(f"f1 = f2: frozen slope, orbitals rotated by {np.degrees(angle):.0f} deg, "
      f"{slope_rotated:.6f} Ha")

# Removal of one electron from the neutral atom: integral of the eigenvalue
neutral = atom.solve(np.array([2.0, 2.0]))
cation = atom.solve(np.array([2.0, 1.0]))
middle = atom.solve(np.array([2.0, 1.5]))
nodes, weights = np.polynomial.legendre.leggauss(4)
integral = sum(0.5 * w * atom.solve(np.array([2.0, 1.5 + 0.5 * x]))[1][1]
               for x, w in zip(nodes, weights))
removal = cation[0] - neutral[0]
assert abs(removal + integral) < 1e-6
print(f"neutral atom f = (2,2): E = {neutral[0]:.6f} Ha, "
      f"eps2 = {neutral[1][1]:.6f} Ha")
print(f"cation f = (2,1): E = {cation[0]:.6f} Ha, eps2 = {cation[1][1]:.6f} Ha")
print(f"removal energy from totals {removal:.6f} Ha = {removal*HARTREE_EV:.4f} eV")
print(f"minus integral of eps2 over f2 {-integral:.6f} Ha")
print(f"minus eps2 at f2 = 1.5: {-middle[1][1]:.6f} Ha")
print(f"midpoint error {-middle[1][1] - removal:.2e} Ha")

# Convergence with grid step and box radius
finer = UltrasoftAtom(24.0, 320)
check = finer.solve(np.array([2.0, 2.0]))
change_E = abs(check[0] - neutral[0])
change_eps = np.max(np.abs(check[1] - neutral[1]))
assert change_E < 1e-5 and change_eps < 1e-5
print(f"finer grid, larger box: change in E {change_E:.1e} Ha, "
      f"in eigenvalues {change_eps:.1e} Ha")
print("all good")
```

Output:

```
ion charge 4.0 e, local width 0.8 bohr
widths: projector 0.8, augmentation 0.5 bohr
augmentation amplitudes 0.6, 0.4
partial core 0.5 electrons, Gaussian exponent 4.0 bohr^-2
box radius 20.0 bohr, grid step 0.100 bohr
occupations f1 = 1.6, f2 = 0.9
total energy E = -4.611218 Ha
element 11: q = 0.360000, bare D = 1.000 Ha, screened D = -0.259150 Ha
element 12: q = 0.185903, bare D = 0.200 Ha, screened D = -0.412460 Ha
element 22: q = 0.160000, bare D = 0.600 Ha, screened D = 0.104149 Ha
orbital 1: eigenvalue -1.34433457 Ha = -36.5812 eV
orbital 1: slope of relaxed energy -1.34433457 Ha
orbital 1: slope minus eigenvalue -1.0e-09 Ha
orbital 1: soft charge 0.612370, augmentation 0.387630
orbital 1: one-body part (T and bare D) 1.318417 Ha
orbital 1: V_eff on soft density -1.372201 Ha
orbital 1: V_eff on augmentation -1.290551 Ha
orbital 1: slope if augmentation is dropped -0.053784 Ha
orbital 1: integral of |relaxation density| 0.552420
orbital 1: relaxation, one-body part -0.508964 Ha
orbital 1: relaxation, V_eff part 0.508964 Ha
orbital 1: mean frozen-relaxed gap at df = 0.02: 3.5154e-05 Ha
orbital 1: same at df = 0.04: 1.4062e-04 Ha, ratio 4.0002
orbital 2: eigenvalue -0.44242618 Ha = -12.0390 eV
orbital 2: slope of relaxed energy -0.44242618 Ha
orbital 2: slope minus eigenvalue -6.8e-10 Ha
orbital 2: soft charge 0.973550, augmentation 0.026450
orbital 2: one-body part (T and bare D) 0.415745 Ha
orbital 2: V_eff on soft density -0.768019 Ha
orbital 2: V_eff on augmentation -0.090152 Ha
orbital 2: slope if augmentation is dropped -0.352274 Ha
orbital 2: integral of |relaxation density| 0.183098
orbital 2: relaxation, one-body part -0.124029 Ha
orbital 2: relaxation, V_eff part 0.124029 Ha
orbital 2: mean frozen-relaxed gap at df = 0.02: 2.6575e-06 Ha
orbital 2: same at df = 0.04: 1.0631e-05 Ha, ratio 4.0004
f1 = f2 = 1.0: eigenvalues -1.825560, -0.634713 Ha
f1 = f2: relaxed slope in f1 -1.825560 Ha
f1 = f2: frozen slope, orbitals rotated by 30 deg, -1.527848 Ha
neutral atom f = (2,2): E = -5.315076 Ha, eps2 = -0.104774 Ha
cation f = (2,1): E = -5.118660 Ha, eps2 = -0.293956 Ha
removal energy from totals 0.196416 Ha = 5.3448 eV
minus integral of eps2 over f2 0.196416 Ha
minus eps2 at f2 = 1.5: 0.194935 Ha
midpoint error -1.48e-03 Ha
finer grid, larger box: change in E 4.9e-07 Ha, in eigenvalues 4.9e-06 Ha
all good
```
